\section*{Why Parallel Atomic Steps Make a Metal Film's Resistivity Anisotropic}

\section{A wall that forgets one component}

Take a metal film with faces at $z=0$ and $z=d$, each crossed by straight atomic steps running along $y$. An electron arrives with wavevector $(k_x,k_y)$ in the film plane. Ignore the atomic spacing along each step. The wall then looks the same after any shift along $y$, so it exerts no force in that direction, and $k_y$ survives the reflection. The component $k_x$ need not.

Suppose the steps scatter so strongly that the outgoing $k_x$ is spread evenly over all values allowed by energy conservation. Positive and negative $k_x$ are then equally likely, and the average outgoing $k_x$ is zero. A current across the steps is lost at every reflection, as at a perfectly diffuse wall. A current along the steps is untouched, as at a mirror. One surface is thus diffuse for one current and specular for the other.

Real steps mix $k_x$ only partly. The model below, with a spherical Fermi surface, shows that the momentum they transfer then sets an upper bound on the loss of conductivity across the steps, and that the resistivity along straight steps stays at its bulk value.

\section{The film equation}

Let $k_F$ be the Fermi wavenumber, $\tau$ a uniform bulk relaxation time and $l=v_F\tau$ the mean free path. The faces are statistically equal and independent, and interference between them is neglected. For a force $F$ on the electrons along $i=x$ or $y$, the steady Boltzmann equation for the deviation $g$ from the equilibrium distribution $f_0$ is
\begin{equation}
v_z\frac{\partial g}{\partial z}+F v_i f_0'(\varepsilon)=-\frac{g}{\tau}.
\end{equation}
Write $g=-f_0'F\tau(\hbar/m)(k_i-\phi)$. The term in $k_i$ is the bulk response and cancels the force term, leaving $v_z\tau\,\partial\phi/\partial z=-\phi$. The deficit $\phi$ decays away from the wall that the electron has left. With $k_z>0$ denoting the magnitude of the normal component, $v_z\tau=lk_z/k_F$. A deficit $A$ at departure has become $EA$ at the opposite wall, where
\begin{equation}
E=\exp\left(-\frac{d\,k_F}{l\,k_z}\right).
\end{equation}

At fixed energy the flux striking a wall is proportional to $v_z\,dk_x\,dk_y\,dk_z=dk_x\,dk_y\,d\varepsilon/\hbar$, so it is uniform in $k_x$. Let $P(k,k')$ be the probability density for reflection between $k_x=k$ and $k_x=k'$ at fixed $k_y$, averaged over surfaces, and let $(Mf)(k)=\int P(k,k')f(k')\,dk'$. Flux conservation gives $\int P\,dk'=1$. Reciprocity equates $k\to k'$ with $-k'\to-k$, and mirror symmetry of the ensemble equates the latter with $k'\to k$. Hence $P$ is symmetric. The outgoing distribution is $M$ acting on the incoming one:
\begin{equation}
k_i-A=M(k_i-EA)
\quad\Longrightarrow\quad
(1-ME)A=(1-M)k_i .
\label{wall}
\end{equation}

For $i=y$, $k_y$ is a constant under $M$, so $Mk_y=k_y$ and the right side vanishes. Since $E<1$, the solution is $A=0$. The bulk distribution already satisfies both wall conditions, however strong the scattering.

For the current, average the deficit over the thickness:
\begin{equation}
\frac1d\int_0^d A\,e^{-zk_F/(lk_z)}dz=\frac{l\,k_z}{d\,k_F}(1-E)A .
\end{equation}
The Fermi-surface element is $k_F\,dk_x\,dk_y/k_z$, which cancels the factor $k_z/k_F$. Over a hemisphere the bulk term is $\int k_i^2\,dS=2\pi k_F^4/3$. The fractional loss of conductivity is therefore
\begin{equation}
\lambda_i=1-\frac{\sigma_{ii}}{\sigma_0}
=\frac{3l}{2\pi k_F^4d}\int dk_y\,\langle k_i|(1-E)A\rangle ,
\label{loss}
\end{equation}
where $\langle f|g\rangle=\int fg\,dk_x$. Mirror symmetry removes $\sigma_{xy}$, so $\rho_{ii}=\rho_0/(1-\lambda_i)$.

The opening case has constant $P$ at each $k_y$. Then $M$ annihilates odd functions of $k_x$, and $A=k_x$ solves (\ref{wall}). With $k_z=k_Fu$, equation (\ref{loss}) becomes
\begin{equation}
\lambda_x=\frac{3l}{2d}\int_0^1(u-u^3)\left(1-e^{-d/(lu)}\right)du ,
\end{equation}
the Fuchs result for fully diffuse walls, which tends to $3l/(8d)$ in thick films. For $d=10$ nm and $l=40$ nm it gives $\lambda_x=0.63$, while $\lambda_y=0$.

\section{Momentum transfer bounds the loss}

Put $T=1-M$, $B=(1-E)A$ and $G=E/(1-E)$. Since $1-ME=(1-E)+TE$, equation (\ref{wall}) reads
\begin{equation}
B+TGB=Tk_x .
\end{equation}
Define $y=k_x-GB$, so that $B=Ty$. Because $T$ is symmetric,
\begin{align}
\langle k_x|B\rangle&=\langle y|T|y\rangle+\langle B|G|B\rangle,\\
\langle k_x|T|k_x\rangle&=\langle y|T|y\rangle+2\langle B|G|B\rangle+\langle GB|T|GB\rangle .
\end{align}
The symmetry and normalization of $P$ also give, for any $f$,
\begin{equation}
\langle f|T|f\rangle=\frac12\iint P(k,k')\,[f(k)-f(k')]^2\,dk\,dk'\ge0 .
\end{equation}
Every term above is thus non-negative. Subtracting the two lines yields
\begin{equation}
0\le\lambda_x\le\frac{3l}{2\pi k_F^4d}\int dk_y\,\frac12\iint P(k,k')(k-k')^2\,dk\,dk' .
\label{bound}
\end{equation}
The upper bound is proportional to the mean squared momentum transfer across the steps. It is approached when $TG$ is small: either the film is thick, so that $E$ is small, or scattering at each reflection is weak enough. Otherwise the loss is smaller, because an electron scattered at one wall reaches the other with part of its drift already missing.

\section{Correlated steps of small height}

Let the surface height $h(x)$ switch at random between $\pm a/2$, with mean step spacing $L$. The number of switches in a distance $|x|$ is Poisson distributed with mean $|x|/L$, and each switch reverses the sign of $h$. The average sign is $e^{-2|x|/L}$, so
\begin{equation}
C(x)=\frac{a^2}{4}e^{-2|x|/L},\qquad
S(q)=\int C(x)e^{-iqx}dx=\frac{a^2}{4}\,\frac{2\Lambda}{1+q^2\Lambda^2},
\quad \Lambda=\frac L2 .
\end{equation}

Let the metal occupy $z>h(x)$, with the wavefunction zero at a hard wall. To the incident wave $e^{ikx-ik_zz}$ add the mirror wave $-e^{ikx+ik_zz}$ and scattered waves $r_{k'}e^{ik'x+ik_z'z}$. At $z=h$, to first order in $h$,
\begin{equation}
-2ik_zh(x)e^{ikx}+\sum_{k'}r_{k'}e^{ik'x}=0,
\qquad r_{k'}=2ik_zh_{k'-k},
\end{equation}
where $h_q=X^{-1}\int h\,e^{-iqx}dx$ on a sample of length $X$. The flux ratio supplies a factor $k_z'/k_z$. With $\langle|h_q|^2\rangle=S(q)/X$ and $X\,dk'/(2\pi)$ states in $dk'$,
\begin{equation}
P(k,k')=\frac{4k_zk_z'}{2\pi}S(k-k')\qquad(k'\ne k).
\label{small}
\end{equation}
The specular part keeps the total at one and transfers no momentum.

For $k_FL\gg1$, most of the allowed range of $q=k'-k$ has $|q|\Lambda\gg1$, where $q^2S(q)\to a^2/L$. Small deflections are more probable, but their smaller $q^2$ compensates. With $K^2=k_F^2-k_y^2$ and $\int k_z\,dk_x=\pi K^2/2$,
\begin{equation}
\frac12\iint Pq^2\,dk\,dk'
=\frac{a^2}{\pi L}\left(\frac{\pi K^2}{2}\right)^2
=\frac{\pi a^2K^4}{4L}.
\end{equation}
Since $\int(k_F^2-k_y^2)^2dk_y=16k_F^5/15$, the bound becomes
\begin{equation}
\lambda_x\simeq\frac{\Delta\rho_{xx}}{\rho_0}\simeq\frac25\,\frac{k_Fa^2l}{Ld},
\qquad \Delta\rho_{yy}=0 .
\label{law}
\end{equation}
This holds for $k_Fa\ll1$, $k_FL\gg1$, a small loss and small $TG$. Each step contributes independently, hence the factor $1/L$. As $\rho_0l$ is fixed by the electron density, the added resistivity does not depend on $l$ within these limits.

\section{Steps of copper height}

For copper-like (001) films, take a lattice constant of 0.361 nm, one conduction electron per atom and a rough room-temperature mean free path of 40 nm. Then $k_F=13.6$ nm$^{-1}$, $\rho_0=1.64$ $\mu\Omega\,$cm and the one-layer step height is $a=0.1805$ nm. I choose $L=2$ nm. With random spacing, about 12\% of the terraces are then narrower than the 0.255 nm between atomic rows, which a real surface would not allow, so the results describe a model surface. Here $k_FL=27$, but $k_Fa=2.46$, so the expansion in height is not justified.

The hard-wall reflection can be solved without that expansion. Place the upper terraces at $z=0$ and the groove floors at $z=-a$. Above $z=0$ the outgoing waves are $r_me^{ik_mx+i\kappa_mz}$, with $\kappa_m^2=K^2-k_m^2$, including evanescent ones. In a groove of width $w$ starting at $x_0$, the modes are
\begin{equation}
c_n\sin[p_n(x-x_0)]\,\frac{\sin[\beta_n(z+a)]}{\sin(\beta_na)},
\quad p_n=\frac{n\pi}{w},\quad \beta_n^2=K^2-p_n^2 .
\end{equation}
Let $O_{mn}=X^{-1}\int e^{-ik_mx}\sin[p_n(x-x_0)]dx$ over the groove, and let $m=0$ label the incident wave. Continuity of the wavefunction along $z=0$, and of its normal derivative across the groove openings, gives
\begin{align}
\delta_{m0}+r_m&=\sum_nO_{mn}c_n,\\
X\sum_mi\kappa_mO_{mn}^*(r_m-\delta_{m0})&=\frac w2\beta_n\cot(\beta_na)\,c_n ,
\end{align}
where $n$ runs over the modes of all grooves. Eliminating $r_m$ leaves a finite linear system once the mode lists are cut off. The probabilities $\kappa_m|r_m|^2/\kappa_0$ of propagating waves, averaged over random surfaces, form $M$.

For $d=10$ nm the loss is $\lambda_x=0.19$, so
\begin{equation}
\rho_{xx}=\frac{1.643}{1-0.1904}=2.03\ \mu\Omega\,\mathrm{cm},\qquad
\rho_{yy}=1.64\ \mu\Omega\,\mathrm{cm}.
\end{equation}
The ratio is 1.24. With $l$ and the surface statistics held fixed, it falls to 1.13 at 20 nm and 1.06 at 40 nm. The sampling error of the momentum transfer is about 4\% of its value, so at 10 nm both $\lambda_x$ and the ratio are uncertain by about 0.01. Interference between the faces, neglected here, could also shift these values, since the 10 and 20 nm films are thinner than $l$.

At 10 nm the law (\ref{law}) would give 0.35. Keeping the finite spacing in $S(q)$ lowers this to 0.31, and solving the reflection at the true height lowers the transfer bound to 0.25. The actual loss, 0.19, lies below the bound because the film is thin compared with $l$. At 40 nm the loss and bound are close, 0.061 and 0.063. The $k_x$ transfer is about 17\%, to within one point, of that for complete mixing: these steps are far from diffuse even across their edges.

\section{What restores a parallel part}

Edges that cross the first set transfer $k_y$. A simple model multiplies two independent random signs, $h=(a/2)s_x(x)s_y(y)$, with mean spacings $L_x$ and $L_y$. Its spectrum is a product of Lorentzians. When both spacings are large compared with $1/k_F$, the transfer along $x$ is proportional to $1/L_x$, as before, while the Lorentzian in $q_y$ acts as a narrow peak of fixed area. Exchanging the axes gives
\begin{equation}
\frac{\text{transfer along }y}{\text{transfer along }x}\to\frac{L_x}{L_y}
\end{equation}
for small heights. Sampling the small-height integral with spacings of 40 and 400 nm gives 0.100. With $L_x=2$ nm, crossing edges every 20 nm give 0.105, and every 200 nm give 0.0105. For low steps, the relative density of crossing edges thus measures how much momentum transfer returns along $y$.

The band shape matters too. Conserving $k_y$ conserves $v_y$ on a spherical Fermi surface, but in a general band $v_y$ also depends on $k_x$ and $k_z$. For a half-filled fcc $s$ band, with a (001) film, edges along $[110]$ and complete mixing at fixed $k_y$, the thick-film loss along the edges is 0.37 of that across them. In this lattice band $k_y$ is fixed only modulo the reciprocal vector of the atomic row along the edge, so the figure also contains the lattice process described at the end of this section and is not due to band shape alone. It is not a calculation for copper, since it leaves out the $d$ states and assumes the strongest mixing; it shows only that the effect can be sizeable in such a model. If the same fraction applied to the 10 nm film, $\lambda_y$ would be about $0.37\times0.19=0.07$, and the resistivity ratio would drop from 1.24 to about 1.15.

Copper interconnects have dimensions in the range treated here, but a 2 nm step spacing is dense, and lines usually contain grain boundaries and liners that the model omits. If grain boundaries acted as extra isotropic relaxation and halved $l$ to 20 nm, the 10 nm film would have the same $d/l$, and hence the same loss, as the 20 nm film above. Its ratio would be 1.13 instead of 1.24. At normal incidence, with a work function of about 4.6 eV, the wavefunction also decays into a real barrier over roughly 0.09 nm, half the step height, so the hard-wall value of $\lambda_x$ is uncertain by an amount not computed here. The vanishing of $\lambda_y$ does not rest on a hard wall; it needs edges that are straight and smooth, a uniform relaxation time and a $v_y$ fixed by $k_y$. Real edges are smooth only approximately: atoms spaced by 0.255 nm along a $[110]$ edge can change $k_y$ by $2\pi/0.255=24.6$ nm$^{-1}$, which some electrons can accommodate because $2k_F=27.2$ nm$^{-1}$. The model leaves this process out, and it need not be small. Call this vector $G_0$ and suppose that states whose $k_y$ differ by $G_0$ were mixed completely. With $w_1=2\sqrt{k_F^2-k_y^2}$ and $w_2=2\sqrt{k_F^2-(k_y-G_0)^2}$, the thick-film loss along the edges on the spherical surface, relative to that across them, would be $\frac{8}{\pi k_F^4}\int_{G_0-k_F}^{G_0/2}G_0^2\,\frac{w_1w_2}{w_1+w_2}\,dk_y=0.28$. The actual strength of this mixing is not computed here. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant 0.361 nm; step height 0.1805 nm
mean step spacing 2.0 nm; mean free path 40.0 nm
electron density 85.02 nm^-3; kF 13.604 nm^-1
Fermi energy 7.051 eV; bulk rho 1.643 uohm cm
kF*a 2.455; kF*L 27.21 (dimensionless)
step spectrum, simulated/Lorentzian 0.9987
tiny-step transfer, mode matching/small-height 1.0014
sparse-step quadrature/(2/5 law) 0.9961
full k_x mixing, d=10 nm: loss x 0.6326, Fuchs 0.6329
one slice, d=10 nm: loss by equation 0.2508, by random walk 0.2507
d=10 nm: loss x 0.1904, |loss y| 2.4e-17, transfer bound 0.2524
  rho_xx 2.030, rho_yy 1.643 uohm cm, ratio 1.235
  small-height bound 0.3100, 2/5 law 0.3546
d=20 nm: loss x 0.1112, |loss y| 1.2e-17, transfer bound 0.1262
  rho_xx 1.849, rho_yy 1.643 uohm cm, ratio 1.125
  small-height bound 0.1550, 2/5 law 0.1773
d=40 nm: loss x 0.0605, |loss y| 6.1e-18, transfer bound 0.0631
  rho_xx 1.749, rho_yy 1.643 uohm cm, ratio 1.064
  small-height bound 0.0775, 2/5 law 0.0886
x transfer relative to complete k_x mixing 0.1683
sampling error of transfer 4.1 percent
basis change of transfer 0.45 percent
crossed edges 40 and 400 nm: y/x transfer 0.1000
crossing-edge spacing 2 nm: y/x transfer 0.9980
crossing-edge spacing 20 nm: y/x transfer 0.1047
crossing-edge spacing 200 nm: y/x transfer 0.0105
fcc s band, full mixing: y/x loss ratio 0.3717
occupied subbands at 10 nm 43
temperature 300 K; kT/Fermi energy 0.00367
work function 4.6 eV; wall penetration 0.0910 nm
\end{verbatim}
